# Berry phases and non-Abelian line splitting in rotating spin-3/2 quadrupole resonance

## What fails if every level gets its own Berry phase

A crystal turns slowly, at angular frequency \(\omega_r\), about an axis at an angle \(\theta\) to its field-gradient axis. A coil along the rotation axis records the zero-field quadrupole resonance of a spin \(I=3/2\). If each state \(m\) simply acquired the phase \(-m\Omega\), with \(\Omega\) the solid angle swept by the field-gradient axis, the resonance would split into two lines at \(\pm\omega_r\cos\theta\). For a rotation at 2 kHz and \(\theta=60^\circ\) they would lie 1000 Hz on either side of the centre. The Schrödinger equation gives no line there. It gives four lines, near \(\pm303\) Hz and \(\pm3303\) Hz.

The phase \(-m\Omega\) is right for \(m=\pm3/2\) and wrong for \(m=\pm1/2\). The states \(+1/2\) and \(-1/2\) are degenerate and differ by one unit of angular momentum, so the rotation mixes them, and a matrix replaces the two phases.

## Setting and theorem

The spin operators \(I_j\) are dimensionless. The field gradient is axially symmetric about the unit vector \(\mathbf n(t)\), there is no magnetic field, and

\[
H(t)=\frac{C}{12}\left[3(\mathbf I\cdot\mathbf n)^2-\tfrac{15}{4}\right],\qquad C=e^2qQ>0 .
\]

For \(m=\pm3/2\) along \(\mathbf n\) the energy is \(\frac{C}{12}(\frac{27}{4}-\frac{15}{4})=\frac C4\); for \(m=\pm1/2\) it is \(\frac{C}{12}(\frac34-\frac{15}{4})=-\frac C4\). Hence \(\hbar\omega_Q=C/2\). The projector on the upper pair is \(P_{3/2}=\frac12[(\mathbf I\cdot\mathbf n)^2-\frac14]\), since the bracket is 2 for \(m^2=9/4\) and 0 for \(m^2=1/4\). The lower pair has \(P_{1/2}=1-P_{3/2}\).

The direction \(\mathbf n\) moves at rates of order \(\omega_r\ll\omega_Q\). Solid angles are positive for counterclockwise loops, and phases are defined modulo \(2\pi\).

**Theorem.** In the adiabatic limit:

(a) Around any closed loop of \(\mathbf n\), the states \(m=\pm3/2\) acquire the geometric phases \(-m\Omega\).

(b) The \(\pm1/2\) pair is transported by a \(2\times2\) matrix \(W\). For a circle whose points lie at the angle \(\theta\) from its axis, the eigenphases are \(\pm\pi(w-1)\), with \(w=\sqrt{4-3\cos^2\theta}\). For a small loop they are \(\pm\frac32\Omega\) to leading order. In general they depend on the shape of the loop, and the matrices of different loops need not commute.

(c) Let the crystal turn steadily about a laboratory axis \(Z\) at an angle \(0<\theta<90^\circ\) to \(\mathbf n\), with the coil along \(Z\), a weak short pulse, and equal populations within each pair. To first order in \(\omega_r\), the line offsets from \(\omega_Q\) and their fractions of the total intensity are

\[
\pm\tfrac12\omega_r(3\cos\theta-w):\ \tfrac14\left(1+\tfrac{\cos\theta}{w}\right),\qquad
\pm\tfrac12\omega_r(3\cos\theta+w):\ \tfrac14\left(1-\tfrac{\cos\theta}{w}\right).
\]

The first two are called the inner lines, the others the outer lines.

## Lemma 1: the transport law

*Let \(P(t)\) project on one pair, of energy \(E\), and write \(\psi=e^{-iEt/\hbar}u\). In the adiabatic limit \(u=Pu\) and \(P\dot u=0\).*

*Proof.* The Schrödinger equation becomes \(i\hbar\dot u=(H-E)u\). Since \(P(H-E)=0\), we have \(P\dot u=0\) without approximation. Let \(\chi=(1-P)u\) be the part outside the pair. There \(H-E=\epsilon\hbar\omega_Q\), with \(\epsilon=+1\) for the lower pair and \(-1\) for the upper one, so

\[
\dot\chi=-\dot P u+(1-P)\dot u=-\dot P u-i\epsilon\omega_Q\chi .
\]

A slow drive of size \(\omega_r\) acts on an amplitude that oscillates at \(\omega_Q\). If \(\chi\) starts at zero, it stays of order \(\omega_r/\omega_Q\).

The part inside the pair, \(p=Pu\), obeys \(P\dot p=-P\dot\chi=\dot P\chi\), where the last step differentiates \(P\chi=0\). This rate is of order \(\omega_r^2/\omega_Q\), and over one turn it adds up to order \(\omega_r/\omega_Q\), which vanishes in the limit. ∎

From \(u=Pu\) and \(P\dot u=0\) follows \(\dot u=\dot Pu\), so that \(u(t+dt)=P(t+dt)u(t)\) to first order. The transport is therefore the limit of an ordered product of projectors along the path.

## Lemma 2: the spin inside each pair

*Take \(z\) along \(\mathbf n\) and let \(\mathbf a\) be a unit vector. Then*

\[
P_{3/2}(\mathbf I\cdot\mathbf a)P_{3/2}=\tfrac32a_z\sigma_z,\qquad
P_{1/2}(\mathbf I\cdot\mathbf a)P_{1/2}=\tfrac12\,\mathbf b\cdot\boldsymbol\sigma,\quad \mathbf b=(2a_x,2a_y,a_z).
\]

*Proof.* \(I_x\) and \(I_y\) change \(m\) by one, so they cannot connect \(+3/2\) with \(-3/2\). In the other pair

\[
\langle\tfrac12|I_+|-\tfrac12\rangle=\sqrt{\tfrac{15}{4}-(-\tfrac12)(\tfrac12)}=2 .
\]

With \(I_x=(I_++I_-)/2\) and \(I_y=(I_+-I_-)/2i\), this gives \(I_x\to\sigma_x\) and \(I_y\to\sigma_y\), while \(I_z\to\sigma_z/2\). ∎

A true spin 1/2 would have \(\mathbf b=\mathbf a\). Here the transverse part is doubled, and the length is

\[
|\mathbf b|=\sqrt{a_z^2+4(1-a_z^2)}=\sqrt{4-3\cos^2\theta}=w,\qquad a_z=\cos\theta .
\]

## Proof of (a): the ±3/2 pair

Let \(\mathbf n\) have polar angle \(\vartheta\) and azimuth \(\varphi\) about a fixed \(z\) axis, with the loop avoiding the south pole. The rotation

\[
R=e^{-i\varphi I_z}e^{-i\vartheta I_y}e^{i\varphi I_z}
\]

carries \(z\) into \(\mathbf n\) and returns to its initial value after a closed loop. Write \(u=\sum_m c_mR|m\rangle\), summed over one pair. Then \(P\dot u=0\) reads \(\dot c_m=-\sum_{m'}\langle m|R^\dagger\dot R|m'\rangle c_{m'}\). Differentiating the three factors gives

\[
R^\dagger\dot R=-i\dot\varphi R^\dagger I_zR-i\dot\vartheta\,e^{-i\varphi I_z}I_ye^{i\varphi I_z}+i\dot\varphi I_z .
\]

The rotated operators are

\[
R^\dagger I_zR=\cos\vartheta I_z-\sin\vartheta(I_x\cos\varphi+I_y\sin\varphi),\quad
e^{-i\varphi I_z}I_ye^{i\varphi I_z}=I_y\cos\varphi-I_x\sin\varphi,
\]

so that

\[
R^\dagger\dot R=i\dot\varphi(1-\cos\vartheta)I_z+i\dot\varphi\sin\vartheta(I_x\cos\varphi+I_y\sin\varphi)-i\dot\vartheta(I_y\cos\varphi-I_x\sin\varphi).
\]

By Lemma 2 the first term alone survives in the \(\pm3/2\) pair. Thus \(\dot c_m=-im(1-\cos\vartheta)\dot\varphi\,c_m\), and the phase after the loop is

\[
\gamma_m=-m\oint(1-\cos\vartheta)\,d\varphi=-m\Omega .
\]

The shape of the loop enters through \(\Omega\) alone. ∎

## Proof of (b): the ±1/2 pair

**Small loops.** Place \(z\) along the starting direction and let \(x=\vartheta\cos\varphi\), \(y=\vartheta\sin\varphi\), both small. With the replacements of Lemma 2, \(\dot c=i\mathcal A c\), where to the order needed

\[
\mathcal A\,dt=\sigma_y\,dx-\sigma_x\,dy-\tfrac12(1-\cos\vartheta)\,d\varphi\,\sigma_z .
\]

Now expand the ordered solution to second order in the size of the loop. The single integrals of \(dx\) and \(dy\) vanish, and the last term contributes \(-\frac i2\Omega\sigma_z\). The double integral has the factor \(i^2=-1\), and its inner integral is \(\sigma_yx-\sigma_xy\):

\[
-\oint(\sigma_ydx-\sigma_xdy)(\sigma_yx-\sigma_xy)
=-\oint(x\,dx+y\,dy)+\oint(\sigma_y\sigma_x\,y\,dx+\sigma_x\sigma_y\,x\,dy).
\]

The first integral on the right is that of a total differential and vanishes. With \(\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x\), the second is \(i\sigma_z\oint(x\,dy-y\,dx)=2i\Omega\sigma_z\), because the area is half this line integral. Altogether

\[
W\simeq1+i\left(-\tfrac12+2\right)\Omega\,\sigma_z=1+\tfrac{3i}{2}\Omega\,\sigma_z .
\]

The term \(-\frac12\) is the phase \(-m\Omega\) of an unmixed state. The term \(+2\) comes from transitions to the partner state and back; it reverses the sign and triples the magnitude.

**Circles.** Let \(\mathbf n\) start along \(z\) and turn once about \(\mathbf a\) at angular frequency \(\omega_r\). Put \(u=e^{-i\omega_rt\,\mathbf I\cdot\mathbf a}v\). The projector turns in the same way, so \(v\) stays in the initial pair, with projector \(P_0\), and \(P\dot u=0\) becomes

\[
\dot v=i\omega_rP_0(\mathbf I\cdot\mathbf a)P_0\,v=\tfrac i2\omega_r\,\mathbf b\cdot\boldsymbol\sigma\,v .
\]

After \(T=2\pi/\omega_r\) the rotation factor is \(e^{-2\pi i\,\mathbf I\cdot\mathbf a}=-1\), since all eigenvalues are half-integers. Therefore

\[
W=-e^{i\pi\mathbf b\cdot\boldsymbol\sigma}=-\left[\cos\pi w+i\sin\pi w\,\hat{\mathbf b}\cdot\boldsymbol\sigma\right],\qquad \hat{\mathbf b}=\mathbf b/w .
\]

The eigenvalues \(-e^{\pm i\pi w}\) equal \(e^{\pm i\pi(w-1)}\). For small \(\theta\), \(w-1\simeq\frac32\theta^2\) and \(\Omega\simeq\pi\theta^2\), which returns \(\pm\frac32\Omega\).

**Order of loops.** Take two circles with the same angle \(\theta\), about axes \(\mathbf a\) and \(\mathbf a'\), from one starting direction. The cosine terms commute, and the sine terms leave

\[
[W,W']=-\sin^2(\pi w)\,[\hat{\mathbf b}\cdot\boldsymbol\sigma,\hat{\mathbf b}'\cdot\boldsymbol\sigma]=-2i\sin^2(\pi w)\,(\hat{\mathbf b}\times\hat{\mathbf b}')\cdot\boldsymbol\sigma .
\]

For \(\theta=60^\circ\) and axes at azimuths \(0\) and \(90^\circ\), the Frobenius norm of this matrix is 0.951, so the order of the loops matters.

**Shape.** The loop \(\cos\vartheta=\frac12+0.3\cos2\varphi\) has \(\Omega=\int_0^{2\pi}(\frac12-0.3\cos2\varphi)\,d\varphi=\pi\), the same as the \(60^\circ\) circle. The projector product gives eigenphases \(\pm1.51\) rad for this loop and \(\pm2.52\) rad for the circle. No function of \(\Omega\) alone can give both. ∎

## Proof of (c): the spectrum

**Frequencies.** In the frame of the crystal, \(\psi=e^{-i\omega_rtI_Z}v\) gives the time-independent Hamiltonian

\[
H'=H(0)-\hbar\omega_rI_Z,\qquad I_Z=\cos\theta\,I_z-\sin\theta\,I_x ,
\]

with \(z\) along \(\mathbf n\) and \(Z\) in the crystal's \(xz\)-plane. First-order degenerate perturbation theory diagonalizes \(-\hbar\omega_rI_Z\) within each pair. By Lemma 2 the upper levels shift by \(-m\hbar\omega_r\cos\theta\). The lower ones shift by \(-\frac s2\hbar\omega_rw\), where \(s=\pm1\) is the eigenvalue of \(\hat{\mathbf b}\cdot\boldsymbol\sigma\) and \(\mathbf b=(-2\sin\theta,0,\cos\theta)\). Upper minus lower gives

\[
\omega_{m,s}=\omega_Q-m\omega_r\cos\theta+\tfrac s2\omega_rw .
\]

For \(m=3/2\) the offsets are \(-\frac12\omega_r(3\cos\theta-w)\) with \(s=+1\) and \(-\frac12\omega_r(3\cos\theta+w)\) with \(s=-1\). Reversing both \(m\) and \(s\) reverses the offset.

**Intensities.** With equal populations in each pair, the initial density matrix is a constant plus a multiple of \(P_{3/2}\). A weak pulse along \(Z\), short compared with \(1/\omega_r\), creates coherence between the pairs proportional to the matrix elements of \(I_Z\). The coil detects \(I_Z\), which commutes with \(e^{-i\omega_rtI_Z}\) and so is constant in the crystal frame. The line \((m,s)\) then has strength \(|\langle m|I_Z|s\rangle|^2\).

From \(m=3/2\) the operator reaches \(m=1/2\) alone, with \(\langle\frac32|I_x|\frac12\rangle=\frac{\sqrt3}2\). The state \(|s\rangle\) contains \(m=1/2\) with probability \(\frac12(1+s\hat b_z)\), where \(\hat b_z=\cos\theta/w\). Hence

\[
|\langle\tfrac32|I_Z|s\rangle|^2=\tfrac34\sin^2\theta\cdot\tfrac12\left(1+s\frac{\cos\theta}{w}\right).
\]

For \(m=-3/2\) the sign of \(s\) is reversed. The four strengths add to \(\frac32\sin^2\theta\), and division by this sum gives the stated fractions. ∎

## Remarks

**From phases to lines.** In the laboratory a geometric phase \(\gamma\) per turn shifts a level's frequency by \(-\gamma/T\), up to a multiple of \(\omega_r\). A line offset is therefore \((\gamma_s-\gamma_m)/T+k\omega_r\) with integer \(k\) and \(\gamma_s=s\pi(w-1)\). For \(m=3/2\), \(s=+1\), with \(\Omega=2\pi(1-\cos\theta)\),

\[
\frac{\gamma_s-\gamma_m}{T}=\omega_r\left[\frac{w-1}{2}+\frac{3(1-\cos\theta)}{2}\right]=-\tfrac12\omega_r(3\cos\theta-w)+\omega_r ,
\]

so \(k=-1\) for this line. For the outer line of \(m=3/2\) the same step gives \(k=-2\), and for the inner and outer lines of \(m=-3/2\) it gives \(k=+1\) and \(+2\). The integers also depend on the coil. In the crystal frame the transverse operators \(I_X\pm iI_Y\) carry factors \(e^{\pm i\omega_rt}\), so a coil perpendicular to \(Z\) sees each of the four frequencies displaced by both \(+\omega_r\) and \(-\omega_r\), eight lines in general.

**What mixing does to the spectrum.** Without the transverse part of \(\mathbf b\), \(m=3/2\) would give one line at \(-\omega_r\cos\theta\). With it, the intensity-weighted mean offset of its two lines is

\[
-\tfrac32\omega_r\cos\theta+\tfrac12\omega_rw\cdot\frac{\cos\theta}{w}=-\omega_r\cos\theta .
\]

Mixing divides the line and leaves its centre of gravity in place.

**Limits in angle.** As \(\theta\to0\), \(w\to1\): the inner lines tend to \(\pm\omega_r\) and the outer ones to \(\pm2\omega_r\), but the total strength \(\frac32\sin^2\theta\) vanishes. This must be so, because turning the crystal about \(\mathbf n\) leaves \(H\) unchanged and \(I_Z\) then cannot cause transitions. As \(\theta\to90^\circ\), \(w\to2\), and inner and outer lines merge in two equal lines at \(\pm\omega_r\). The inner lines coincide when \(3\cos\theta=w\), that is \(9\cos^2\theta=4-3\cos^2\theta\), or \(\cos^2\theta=1/3\). Then \(w=\sqrt3\), and the spectrum is a triplet at \(0\) and \(\pm\sqrt3\,\omega_r\) with fractions \(2/3\), \(1/6\), \(1/6\).

**Second order.** \(I_Z\) also couples the pairs, through \(-\sin\theta I_x\). Each upper level is raised by \(\frac34\sin^2\theta\,\hbar\omega_r^2/\omega_Q\), and each lower one falls by the same amount. No second-order coupling arises within a pair, since \(\pm1/2\) connect to different upper states. All four lines thus move together by

\[
\delta\omega=\tfrac32\sin^2\theta\,\frac{\omega_r^2}{\omega_Q},
\]

and their separations are unchanged at this order.

**Where the result fails.** Each pair must stay degenerate on the scale of \(\omega_r\). A stray magnetic field along \(Z\) adds a term \(-\hbar\omega_BI_Z\) and replaces \(\omega_r\) by \(\omega_r+\omega_B\) in the level shifts, so it imitates the rotation. A field of the size of the Earth's gives \(\omega_B/2\pi\) of about 200 Hz for \(^{35}\)Cl, a tenth of a 2 kHz rotation, so it must be screened or allowed for. A field transverse to \(Z\) turns in the crystal frame and adds sidebands displaced by multiples of \(\omega_r\); at \(\theta=60^\circ\) and \(\omega_B\approx0.1\,\omega_r\) their amplitudes reach about 5% of the signal. If the gradient is not axial, the eigenstates are no longer states of definite \(m\), and Lemma 2 does not apply. The pairs stay degenerate, but the offsets change: with a term \(\eta(I_x^2-I_y^2)\) added in the bracket of \(H\), \(\eta=0.05\) moves the lines of the example below by about 40 Hz at \(60^\circ\), with a sign set by the azimuth of \(Z\) in the crystal. The lines are resolved when they are narrower than their separation, which requires coherence over a time of order one turn, and over longer times near \(54.7^\circ\) and \(90^\circ\), where lines merge.

## Worked example

The round model parameters are \(C/h=60\) MHz, hence \(\nu_Q=30\) MHz, and \(\nu_r=\omega_r/2\pi=2\) kHz, so \(\nu_r/\nu_Q=6.7\times10^{-5}\).

At \(\theta=60^\circ\), \(w=\sqrt{4-0.75}=1.80278\). The offsets are

\[
\pm\tfrac12(2000\ \text{Hz})(1.5-1.80278)=\mp302.8\ \text{Hz},\qquad
\pm\tfrac12(2000\ \text{Hz})(1.5+1.80278)=\pm3302.8\ \text{Hz}.
\]

With \(\cos\theta/w=0.277\), each inner line has the fraction \(1.277/4=0.319\) and each outer line \(0.181\). Diagonalizing the full \(4\times4\) Hamiltonian \(H'\) gives \(-3302.63\), \(-302.63\), \(302.93\) and \(3302.93\) Hz. All four lie 0.15 Hz above the first-order values, as the second-order shift requires: \(1.5\times0.75\times(2000\ \text{Hz})^2/(3\times10^7\ \text{Hz})=0.15\) Hz.

The upper sign of the inner pair belongs to \(m=-3/2\). At \(60^\circ\) the angle is past the crossing of the inner lines, so the inner line of \(m=+3/2\) lies above \(\nu_Q\) and its outer line below. Their weighted mean is \(0.639\times302.8-0.361\times3302.8\approx-1000\) Hz, up to rounding: the position of the unmixed line, where the spectrum itself has none.

At \(\theta=54.74^\circ\), where \(\cos^2\theta=1/3\), diagonalization puts both inner lines at 0.13 Hz, the common shift, and the outer ones near \(\pm3464\) Hz. The fractions are \(2/3\) for the centre and \(1/6\) for each satellite.

The adiabatic step was tested by integrating the Schrödinger equation in the laboratory frame. For the non-circular loop above, the largest element of the difference between the dynamical matrix of the \(\pm1/2\) pair and \(W\) is 0.0335 at \(\nu_Q/\nu_r=128\) and 0.0167 at 256. It halves when the rotation is made twice as slow, as Lemma 1 leads one to expect. Almost all of it is a phase common to both states, \(\frac34\oint|\dot{\mathbf n}|^2dt/\omega_Q\), which is the second-order lowering of the pair accumulated over the turn. For steady rotation at \(60^\circ\) and \(\nu_Q/\nu_r=256\), the signal from the coherence between the instantaneous pairs was computed at 17 equally spaced instants of one turn. It follows the four-line formula, with the common shift included, to \(3\times10^{-5}\) of its initial value. The two-line formula without mixing misses it by up to 1.3 times the initial value. The part of \(I_Z\) that acts within the pairs is left out of this test; it can change the full coil signal by a fraction of order \(\omega_r/\omega_Q\). The remaining figures are in the numerical output.

## Table of computed values

```
Coupling constant C = 60.0 MHz
Resonance at rest nu_q = 30.0 MHz
Rotation frequency nu_r = 2.0 kHz
Ratio nu_r/nu_q = 6.667e-05
Case A: theta = 60.0000 deg
  cos(theta) = 0.50000
  w = 1.80278
  line 1: exact -3302.626 Hz, formula -3302.776 Hz, weights 0.1807, 0.1807
  line 2: exact -302.626 Hz, formula -302.776 Hz, weights 0.3193, 0.3193
  line 3: exact 302.926 Hz, formula 302.776 Hz, weights 0.3193, 0.3193
  line 4: exact 3302.926 Hz, formula 3302.776 Hz, weights 0.1806, 0.1807
  common second-order shift = 0.1500 Hz
  lines without mixing at +- 1000.00 Hz
  signal: largest error of four-line formula = 3.0e-05
  signal: largest error without mixing = 1.301
Case B: theta = 54.7356 deg
  cos(theta) = 0.57735
  w = 1.73205
  line 1: exact -3463.968 Hz, formula -3464.102 Hz, weights 0.1667, 0.1667
  line 2: exact 0.133 Hz, formula -0.000 Hz, weights 0.3333, 0.3333
  line 3: exact 0.133 Hz, formula 0.000 Hz, weights 0.3333, 0.3333
  line 4: exact 3464.235 Hz, formula 3464.102 Hz, weights 0.1666, 0.1667
  common second-order shift = 0.1333 Hz
  lines without mixing at +- 1154.70 Hz
  signal: largest error of four-line formula = 2.2e-05
  signal: largest error without mixing = 1.598
Solid angle, circle at 60 deg = 3.14159 sr
Solid angle, wavy loop = 3.14159 sr
Phase of m=+3/2, -3*Omega/2 = -4.71239 rad
Pair 1/2 eigenphase, circle = +- 2.52200 rad
Formula pi*(w-1), circle = 2.52199 rad
Pair 1/2 eigenphase, wavy loop = +- 1.51205 rad
Small loop (2 deg), phase/Omega, m=+1/2 = 1.4945
Small loop (2 deg), phase/Omega, m=+3/2 = -1.5000
Commutator norm of two loops, pair 1/2 = 0.9510
Commutator norm, pair 3/2, 2000 steps = 4.27e-06
Commutator norm, pair 3/2, 4000 steps = 1.07e-06
Wavy loop, nu_q/nu_r = 128: dynamics minus transport = 0.0335
Wavy loop, nu_q/nu_r = 256: dynamics minus transport = 0.0167
```
